From Sharvin to Maxwell resistance: locating Wexler's slowly varying correction

PART I. THE TWO LIMITS AND THE FIRST COLLISION

**The decision**

A resistance estimate for a pinhole between two metals starts with a choice. If the hole is much wider than the mean free path, one solves a diffusion problem. If it is much narrower, one counts carriers that fly straight through. For a hole of about one mean free path, can the two answers be added, or must the second be corrected? For the 5 nm hole treated in Part II, plain addition gives 37.4 Ω, while a solution of the transport problem gives about 34.5 Ω. That 8 % excess decides whether a measured resistance is read as a slightly smaller or a slightly larger hole.

The form to be examined is

R = R_S + γ(K) R_M, K = l/a,

R_S = 4ρl/(3πa²), R_M = ρ/(2a).

Here a is the hole radius, ρ the resistivity and l the mean free path. R_S is the Sharvin resistance, R_M the Maxwell resistance, and γ is Wexler's slowly varying correction. Written like this, the equation merely defines γ. The physics lies in showing that γ stays of order one, in finding its two limits, and in computing it between them.

**The model and its current**

Two identical metallic half-spaces meet at the plane z = 0. A thin insulating screen lies in that plane and has a circular hole. Far from the hole the upper metal is at potential +V/2 and the lower at −V/2. The Fermi surface is a sphere, scattering is elastic and isotropic, and V is small enough for linear response. The screen reflects specularly until stated otherwise.

Let E be the total energy of a carrier of charge q, kinetic plus electrostatic, and let n be its direction of motion. Write the distribution as

f(r,n,E) = F(E) − qψ(r,n) F′(E),

where F is the equilibrium function. The quantity ψ, in volts, is the electrochemical potential of carriers moving along n. At fixed E the electric field does not appear separately in the streaming term. The bending of paths by the applied field acts on the part of f already proportional to V, so it is of second order. The steady Boltzmann equation becomes

l n·∇ψ + ψ = ⟨ψ⟩,

where ⟨ ⟩ is the mean over directions. Scattering returns a carrier to the angular mean, which is the meaning of isotropic scattering.

The current density is proportional to the first angular moment:

j = C ∫ n ψ dn.

To fix C, take a field that varies slowly over l. Then ψ ≈ ⟨ψ⟩ − l n·∇⟨ψ⟩. The isotropic part carries no current, and ∫ n_i n_j dn = (4π/3)δ_ij, so

j = −C l (4π/3) ∇⟨ψ⟩.

This must be Ohm's law, j = −∇⟨ψ⟩/ρ. Therefore

C = 3/(4πρl).

The same C holds when l is not small, because it depends on the metal and not on the field.

**Simplest case: no collisions near the hole**

Let l be much larger than a. Carriers that reach the hole from above have ψ = +V/2, and those from below have ψ = −V/2. Count the current I as positive when it flows from the upper to the lower metal. With ∫|n_z| dn = π over a hemisphere,

I_S = C πa² [π(V/2) − π(−V/2)] = C π²a² V.

Hence

R_S = V/I_S = 1/(Cπ²a²) = 4ρl/(3πa²).

The resistivity appears only in the product ρl, from which the scattering rate cancels. For free electrons with Fermi wave number k_F and density N = k_F³/(3π²),

ρl = ħk_F/(Ne²) = 3π²ħ/(e²k_F²) = 3πh/(2e²k_F²).

Inserting this gives

R_S = (h/2e²) · 4/(k_F a)².

This is the resistance quantum for two spins divided by (k_F a)²/4, the leading count of transverse modes in the hole. The Sharvin resistance is thus a property of the opening and of the Fermi surface.

**Opposite case: diffusion everywhere**

Let l be much smaller than a. In each half-space ⟨ψ⟩ obeys Laplace's equation, no current enters the screen, and by symmetry the hole is at zero potential. A point source of current I on an insulating plane spreads over a hemisphere, so it causes a potential ρI/(2πr). We need a current distribution over the hole that makes the potential there constant. Try

j(s) = I/(2πa√(a² − s²)),

with s the distance from the centre. Its total is right:

∫₀^a 2πs j ds = (I/a) ∫₀^a s ds/√(a² − s²) = I.

The potential drop it causes at a point of the hole is

u = (ρ/2π) ∫ j(s′) d²s′/|s − s′|.

Use polar coordinates r, α centred on the field point. The factor r of the area element cancels the distance. Along a straight line through that point, a² − s′² = (r₊ − r)(r − r₋), where r₊ > 0 and r₋ < 0 are the two places where the line meets the rim. Directions α and α + π together cover the whole chord, and

∫ dr/√[(r₊ − r)(r − r₋)] = π

between the two ends, wherever they lie. Integration of α over half a turn gives another π, so

u = (ρ/2π) · I/(2πa) · π² = ρI/(4a).

This does not depend on the field point, as required. Direct quadrature at s/a = 0, 0.4 and 0.8 gives u a/(ρI) = 0.25 each time. The two half-spaces are in series, so R_M = 2u/I = ρ/(2a).

The ratio of the two limits will be needed often:

R_S/R_M = 8K/(3π).

The two are equal at K = 3π/8, or about 1.18.

**A symmetry that halves the problem**

Let an asterisk denote reflection in the plane z = 0. The geometry is mirror symmetric and the applied potential changes sign, so

ψ(r*,n*) = −ψ(r,n).

At a point s of the hole, call ψ_in(s,n) the value for carriers arriving from above, n_z < 0. Carriers emerging upward along n* then have ψ_out(s,n*) = −ψ_in(s,n). The current at any K is

I = C ∫d²s ∫dn |n_z| [ψ_in(s,n) − ψ_out(s,n*)] = 2C ∫d²s ∫dn |n_z| ψ_in(s,n),

with the angular integral over the arriving hemisphere. With ψ_in = V/2 this returns I_S. Any resistance beyond R_S must come from a reduction of ψ_in below V/2, and such a reduction needs collisions.

**One collision**

Now let l be large but finite, and keep the first order in a/l. Define the deficit D = V/2 − ψ in the upper metal and its angular mean M = ⟨D⟩. Before collisions are counted, carriers that have just come up through the hole have ψ = −V/2, that is, deficit V. All others have none. From a point r the hole fills a solid angle Ω(r), so

M(r) = VΩ(r)/(4π).

Scattering at r sends this mean deficit into all directions, including back to the hole. A carrier arriving at s along n has picked up

D_in(s,n) = (1/l) ∫₀^∞ M(s − tn) dt.

The change of current is −2C ∫d²s∫dn |n_z| D_in. For a fixed direction, the combination |n_z| d²s dt is the volume element d³r. For a fixed r, the directions that lead to the hole fill the solid angle Ω(r). Therefore

δI = −(2C/l) ∫ Ω M d³r = −(CV/(2πl)) ∫ Ω² d³r,

with r in the upper half-space. Division by I_S = Cπ²a²V gives, to first order,

R = R_S [1 + (1/(2π³a²l)) ∫ Ω² d³r].

**The solid-angle integral**

The solid angle at height z is

Ω = ∫ z d²s′/|r − s′|³

over the hole. In two dimensions, the Fourier transform of 1/√(x² + y² + z²) is 2π exp(−kz)/k. Minus its derivative with respect to z gives the transform of z/(x² + y² + z²)^(3/2), which is 2π exp(−kz). Let S(k) be the transform of the function that is 1 in the hole and 0 outside. By Parseval's theorem,

∫ Ω² d³r = ∫₀^∞dz ∫ d²k/(2π)² 4π² exp(−2kz) S² = ∫ d²k/(2π)² (2π²/k) S².

The same theorem applied to the mutual integral of the disk gives

𝒟 = ∫∫ d²s d²s′/|s − s′| = ∫ d²k/(2π)² (2π/k) S².

So ∫ Ω² d³r = π𝒟, and 𝒟 can be found by elementary means. At the rim of a uniform disk of radius b, polar coordinates centred on the rim point give

∫ d²s′/|s − s′| = ∫ 2b cos α dα = 4b, −π/2 < α < π/2,

because 2b cos α is the chord length. Grow the disk by a ring of area 2πb db. The new pairs are counted twice, so

d𝒟/db = 2 · 2πb · 4b = 16πb², 𝒟 = 16πa³/3.

Hence

∫ Ω² d³r = 16π²a³/3 = 52.638 a³.

Numerical integration of Ω² over the half-space, with Ω computed from the rim of the hole, gives 52.637 a³. The correction is

R − R_S = R_S · 8a/(3πl) = 32ρ/(9π²a) = [64/(9π²)] R_M.

We have found the large-K limit

γ(∞) = 64/(9π²) = 0.7205.

The mean free path has cancelled: R_S is proportional to l and the probability of a collision near the hole to 1/l. This is why the correction has the form of a Maxwell resistance, ρ/a times a number, although the flow near the hole is nearly ballistic. It also shows where Wexler's factor enters. It multiplies the part of the resistance made by scattering, while the Sharvin term is left as it is.

**What was dropped, and what does not matter**

At distance r ≫ a the solid angle scales as a²/r². Attenuation of the flight changes the integrand Ω² by a relative amount of order r/l. The integral of r² · (a⁴/r⁴) · (r/l) from a to l scales as (a⁴/l) ln(l/a), against a³ for the main term. Second collisions have the same scaling. The neglected terms in R/R_S are therefore at most of order (a/l)² ln(l/a), and in γ they vanish as l grows.

The result does not depend on how the screen reflects. A carrier that leaves the hole cannot reach the screen without a collision. If it then strikes the screen, it needs a second collision before it can reach the hole. Roughness of the screen thus enters at higher order in a/l.

A value 9π²/128 = 0.6940 is often quoted for the large-K limit of γ. It lies 3.7 % below the one-collision result of the present model. The difference in R is 0.027 R_M, which is small beside R_S when K is large, so a resistance calculation hardly feels it. For the stated model, however, 64/(9π²) is the limit.

PART II. ALL RATIOS OF MEAN FREE PATH TO RADIUS

**What is carried over**

The hole has radius a, the metals have resistivity ρ and mean free path l, and K = l/a. The electrochemical potential ψ(r,n) of carriers moving along n obeys l n·∇ψ + ψ = ⟨ψ⟩ and tends to ±V/2 far away. The deficit is D = V/2 − ψ, with angular mean M. An asterisk is reflection in the screen plane. Part I gave

I = 2C ∫d²s∫dn |n_z| ψ_in, C = 3/(4πρl), I_S = Cπ²a²V,

R_S = 4ρl/(3πa²), R_M = ρ/(2a), R_S/R_M = 8K/(3π).

It also gave γ(∞) = 64/(9π²), the mutual integral of the disk 𝒟 = 16πa³/3, and ∫Ω² d³r = 16π²a³/3 over one half-space, Ω being the solid angle of the hole. Write T = R_S/R = I/I_S. The definition of γ then reads

γ = (8K/3π)(1/T − 1).

**Removing the screen**

Extend the upper field to z < 0 by its mirror image, D(r*,n*) = D(r,n). A path reflected by the specular screen becomes a straight path through the plane, and D is continuous along it. The screen has disappeared. In the hole D jumps. Follow a carrier through it: before the crossing the extended field has the arriving value ψ_in, and after it the emerging value −ψ_in. The jump of D is

φ = ψ_in − (−ψ_in) = 2ψ_in.

Since ψ_in = V/2 − D_in,

φ + 2D_in[φ] = V.

Here D_in[φ] is the deficit arriving at the hole, produced by the source φ through

n·∇D + (D − M)/l = |n_z| φ(s,n) δ(z)

in unbounded metal. The original problem is now an equation on a disk.

**A random walk that gives the resistance**

The transport equation says that ψ at a point is the average of ⟨ψ⟩ over the place of the last collision. Applied repeatedly, this follows a carrier backward in time along a free random walk. Each crossing of the disk changes the sign of ψ, and far away ψ = V/2. So ψ_in = (V/2) E[(−1)^N], where E is the mean over walks and N counts the crossings after the start. Inserted in the current formula, this gives

R_S/R = T = E[(−1)^N],

for walks that start uniformly over the hole with a cosine distribution of directions.

Test it on the one-collision limit. If p is the small probability of one return, T ≈ 1 − 2p. Part I gives T ≈ 1 − 8a/(3πl), hence p = 4a/(3πl), proportional to a/l as it should be.

A walk has to be stopped at some distance r. There D = ρI/(2πr), and division by V/2 gives the expected later change of sign: the stopped walk is weighted with 1 − ρ/(πrR) = 1 − 3a²T/(4lr). The equation for T is then linear and is solved at the end.

**The collision term in Fourier space**

Let q be the three-dimensional wave vector and k its component in the plane. For a source φ(s) without angular dependence, the transform of the transport equation is

(1/l + i n·q) D̂ = M̂/l + |n_z| φ̂(k).

Divide by the bracket and average over directions:

M̂ = A M̂ + W φ̂, so M̂ = W φ̂/(1 − A),

A = ⟨1/(1 + i l n·q)⟩ = arctan(ql)/(ql), W = ⟨l|n_z|/(1 + i l n·q)⟩.

Wφ̂ is the transform of U, the mean deficit that has not yet collided. The factor 1/(1 − A) sums all later collisions.

For a general source, multiply φ + 2D_in = V by |n_z| χ(s,−n) and integrate over the disk and all directions. The arriving deficit is D_in(s,n) = (1/l)∫dt exp(−t/l) M(s − tn). Replacing n by −n turns arrival at the disk into emission from it, and

∫d²s∫dn |n_z| χ(s,−n) D_in = (4π/l) ∫ M U_χ d³r,

where U_χ is the uncollided mean deficit that a source χ would emit. With the notation ⟨χ,φ⟩ = ∫d²s∫dn |n_z| χφ, the equation becomes

B(χ,φ) = V⟨χ,1⟩,

B(χ,φ) = ⟨χ⁻,φ⟩ + (8π/l) ∫ d³q/(2π)³ Û_χ* Û_φ/(1 − A),

with χ⁻(s,n) = χ(s,−n). The form is symmetric. Its first part contains no scattering, and its second part is the scattering.

The current formula with ψ_in = φ/2, extended to both hemispheres, gives I = (C/2)⟨1,φ⟩. Therefore

T = ⟨1,φ⟩/(2π²a²V).

For the solution, B(φ,φ) = V⟨1,φ⟩, so T also equals

T = ⟨1,φ⟩²/[2π²a² B(φ,φ)].

This second expression is stationary. Change φ by a small η. The numerator changes by the relative amount 2⟨1,η⟩/⟨1,φ⟩. The denominator changes by 2B(η,φ)/B(φ,φ) = 2V⟨1,η⟩/(V⟨1,φ⟩), which is the same. An error in φ enters T at second order.

**Uniform trial: the interpolation appears**

Put φ constant, which is correct for K → ∞. Since ⟨1,1⟩ = πa² · 2π = 2π²a²,

1/T = 1 + (4/(πa²l)) ∫ d³q/(2π)³ S²W²/(1 − A),

where S(k) is the transform of the disk. Multiplication by R_S gives R = R_S + γ_u R_M with

γ_u = (32/(3π²a³)) ∫ d³q/(2π)³ S²W²/(1 − A).

The sum of a Sharvin term and a scattering term comes directly from the two parts of B.

Test both ends. For K → ∞, A → 0 and U = Ω/(4π). The integral is ∫U² d³r over both half-spaces, 2 · (16π²a³/3)/(16π²) = 2a³/3, and γ_u = 64/(9π²) as before. For K → 0, W → l/2 and 1 − A → q²l²/3, so W²/(1 − A) → 3/(4q²). Integration over q_z/(2π) gives 3/(8k). From Part I, ∫d²k/(2π)² S²/k = 𝒟/(2π) = 8a³/3. The integral is a³, and

γ_u(0) = 32/(3π²) = 1.0808.

The second limit is 8 % too high. The cause is known from Part I: diffusive current crowds toward the rim as 1/√(a² − s²), and a uniform trial ignores this.

**Better trial functions, and the sign of their error**

In the diffusive limit ⟨ψ⟩ = 0 in the hole, and ψ_in = −l n·∇⟨ψ⟩ is proportional to |n_z|. This suggests the trial functions

(1 − s²/a²)^ν |n_z|^j, ν = −1/4, 0, 1, 2, j = 0, 1.

The diffusive exponent ν = −1/2 itself cannot be used, because the integral of φ² in the first part of B would then diverge at the rim. The exponent −1/4 keeps this integral finite and still lets the current crowd toward the rim.

For each pair, the first part of B is the product of πa²/(ν + ν′ + 1) and 4π/(2 + j + j′). In the second part, W acquires the extra factor |n_z|^j inside its mean, and S becomes the transform of the radial function. With load vector b_i = ⟨1,φ_i⟩, the stationary value is

T = b·B⁻¹b/(2π²a²).

The result for γ is:

K = 0.05: 0.984
K = 0.30: 0.914
K = 1.00: 0.827
K = 3.31: 0.763
K = 11.0: 0.735
K = 20.0: 0.729

At K = 0.02 it is 0.994 and at K = 100 it is 0.722, close to the limits 1 and 0.7205. While K grows by a factor of 400 from 0.05 to 20, R_S/R_M grows by the same factor and γ falls by a quarter. This is the sense in which the correction varies slowly.

These trial functions are even under n → −n, but the solution φ also has an odd part. Near the rim, a carrier arriving from over the hole differs from one arriving from over the screen. The effect of the omission has a definite sign. Multiply the transport equation away from the disk by D and integrate over space and directions. The derivative term leaves the jump of D²/2 on the disk; the surface far away contributes nothing, since D falls as 1/r and its anisotropic part faster. The result is

⟨φ,φ⟩ + 2⟨φ,D_in[φ]⟩ = (2/l) ∫d³r∫dn (D − M)² ≥ 0.

For an even function e the left side is B(e,e), so B(e,e) ≥ 0. For an odd function o it is −B(o,o), so B(o,o) ≤ 0. Now consider

J = 2V⟨1,φ⟩ − B(φ,φ),

whose stationary value is V⟨1,φ⟩ = 2π²a²V²T. With φ = e + o, J has a maximum in e and a minimum in o. Including o can therefore only lower T, and it raises γ. Enlarging the even set can only raise T, and it lowers γ. The computed γ is a stationary estimate with two opposing errors, and not a bound.

The random walks show the size. For 150 000 walks at K = 0.400 they give γ = 0.904 ± 0.010, against 0.895 from the trial functions. For 500 000 at K = 1.755 they give 0.809 ± 0.004 against 0.792. For 400 000 at K = 5 they give 0.759 ± 0.005 against 0.750. The stated errors are one standard deviation. The middle difference, 0.017, is more than four standard deviations and is not sampling noise. More even functions would widen it, so within this model the missing odd part is the natural cause; its contribution was not computed separately. In R the difference is 0.7 %.

**A form for daily use**

A rational function with the right limits is

γ ≈ (1 + gβK)/(1 + βK), g = 64/(9π²), β = 1.554.

The number β was fitted to the stationary values. At six other values of K between 0.07 and 8 the resulting R differs from the stationary R by at most 0.40 %. The error of the stationary values themselves comes on top of this. It is 0.7 % at K = 1.755 and of similar size, roughly 1 %, near K = 1. Setting γ = 1 instead overestimates the stationary R by up to 10.3 % on the computed points. The error is largest near K = 1 and fades at both ends: for small K because γ → 1, for large K because R_S dominates.

**A pinhole between silicide layers**

Take a hole of radius 5 nm in a 1 nm oxide between two thick metallic layers. The metal has ρ = 15 μΩ cm and 3 × 10²² carriers per cm³ with the free-electron mass. These are rough values in the regime of cobalt disilicide at room temperature. Then k_F = (3π²N)^(1/3) = 9.61 nm⁻¹, and ρl = 3πh/(2e²k_F²) gives l = 8.78 nm. So

K = l/a = 1.755,

R_M = (15 × 10⁻⁸ Ω m)/(10⁻⁸ m) = 15.0 Ω,

R_S = (8K/3π) R_M = 1.490 × 15.0 Ω = 22.35 Ω.

With γ = 0.809 from the random walk,

R = 22.35 + 0.809 × 15.0 = 34.5 Ω.

The trial functions give 34.2 Ω, the rational form 34.3 Ω, and γ = 1 gives 37.4 Ω.

How does this stand beside a real contact? Cobalt disilicide conducts by holes on several Fermi-surface sheets, and treating them as a single free-electron sphere is a costly assumption. A carrier density 30 % lower at the same resistivity lengthens l and moves R from 34.2 to 40.0 Ω, both from the trial functions. This 17 % exceeds the 9 % by which R would change if γ were set to 1. The correction is thus worth applying when ρl is known to better than about 10 %.

Other omissions can be sized for the same hole:

• Use at 400 K. If ρ grows in proportion to temperature at fixed carrier density, the trial functions give 38.5 Ω, a rise of 4.3 Ω. R_S stays fixed, since ρl does. Thermal smearing is minor: at 300 K the thermal energy is 0.7 % of the Fermi energy.

• Length of the hole. A rough wall of length t has area 2πat and sees each mouth over half of its hemisphere. A fraction t/a of the entering carriers strikes it, and half of these go back. For t ≪ a and no collisions near the hole this adds about R_S t/(2a) = 2.2 Ω; at K = 1.755 that count is only a rough guide. Scattering in the metal that fills the hole adds a similar amount, about ρt/(πa²) = 1.9 Ω. Their plain sum is a rough estimate, since the two losses are not independent. It exceeds the 2.9 Ω that separates γ = 1 from γ = 0.809, so a real hole of this length needs both terms.

• Finite layers. A hemispherical electrode at distance h = 50 nm on each side would remove most of the outer spreading resistance, whose diffusive value is 2 · ρ/(2πh) = 0.95 Ω. In a film where current must leave sideways, the resistance of spreading within the film has to be added instead; it grows with the logarithm of the distance to the contact.

• Wave optics. A hard-walled channel of this radius carries 557 modes, against (k_F a)²/4 = 577.5. The 4 % deficit would add about 0.8 Ω to R_S. For a hole in a thin screen it indicates the order of magnitude.

• A rough screen. Random walks with diffuse reflection give γ = 0.834 ± 0.004, which adds 0.38 ± 0.09 Ω.

• Tunnelling through the oxide. If only the exponential factor of the transmission is kept, and the prefactor, here about 4, is dropped, the conductance per area, summed over transverse momentum, is (e²/h)(κ/2πt) exp(−2κt), with κ the decay constant. For a 3 eV barrier, the free mass and a 100 nm square it is 4 × 10⁻⁷ of the hole's conductance. The figure depends exponentially on the mass in the barrier. With about 0.45 of the free mass, as is usual for silicon dioxide, the same expression gives 9 × 10⁻⁵. It also grows with the oxide area, so a 1 μm square would then carry about 1 % of the current.

• Heating. In a diffusive metal obeying the Wiedemann–Franz law with Lorenz number L, the sum w = LΘ² + ψ², with Θ the temperature, obeys ∇·(∇w/ρ) = 0. It has the same value far away on both sides and is therefore constant. At the hole this gives Θ² = Θ₀² + V²/(4L), a rise of 0.02 K at 1 mV. The hole treated here is not in the diffusive regime, so this gives only the scale.

At that bias the mean current density is already 4 × 10⁷ A/cm². The example describes a low-bias measurement; damage to the contact under lasting load is not covered by it.

The values used here are in the numerical output below. For another hole the formula needs a circular opening short compared with its radius, layers much thicker than both a and l, many transverse modes, and nearly isotropic scattering. If small-angle scattering is strong, the mean free path for losing momentum differs from that for losing direction memory, and γ(K) has to be computed anew.

Table of computed values

```
gamma(infinity) = 64/(9 pi^2): 0.7205
same from solid-angle integral: 0.7205
often-quoted 9 pi^2/128: 0.6940
half-space integral of Omega^2 / a^3: 52.637 (16 pi^2/3 = 52.638)
hole potential a/(rho I) at s/a = 0, 0.4, 0.8: [0.25 0.25 0.25]
gamma(0.02), gamma(100): 0.9940, 0.7221
uniform trial, K = 0.005 and 100: 1.0772, 0.7222
32/(3 pi^2): 1.0808
K =   0.050  gamma = 0.9836
K =   0.091  gamma = 0.9699
K =   0.166  gamma = 0.9475
K =   0.302  gamma = 0.9139
K =   0.549  gamma = 0.8710
K =   1.000  gamma = 0.8269
K =   1.821  gamma = 0.7898
K =   3.314  gamma = 0.7630
K =   6.034  gamma = 0.7454
K =  10.986  gamma = 0.7347
K =  20.000  gamma = 0.7285
K = 0.400: gamma stationary 0.8945, walk 0.9042 +- 0.0101
K = 1.755: gamma stationary 0.7918, walk 0.8088 +- 0.0037
K = 5.000: gamma stationary 0.7501, walk 0.7587 +- 0.0049
rational form beta: 1.554
largest error in R of rational form, test points: 0.40 %
largest error in R if gamma = 1, K grid: 10.3 %
input resistivity: 15.0 microohm cm
input carrier density: 3.0e+22 cm^-3
input hole radius: 5.0 nm; oxide: 1.0 nm
Fermi wave number: 9.613 nm^-1; Fermi energy: 3.52 eV
mean free path: 8.78 nm; K: 1.755
R_S: 22.35 ohm; R_M: 15.00 ohm
gamma: 0.7918; uniform trial: 0.7983
gamma R_M: 11.88 ohm; R: 34.22 ohm
R with gamma = 1: 37.35 ohm
R with rational gamma: 34.28 ohm
diffuse screen: gamma 0.8342 +- 0.0043
diffuse minus specular walk, in R: 0.38 ohm
hole length, diffuse wall, R_S t/(2a): 2.23 ohm
spreading beyond 50 nm, rho/(pi h): 0.95 ohm
modes in hard-walled channel: 557; (kF a)^2/4: 577.5
tunnelling, 3 eV, 100 nm square: G R = 3.7e-07
R at 400 K if rho grows as T: 38.52 ohm
R for 30 % lower carrier density, same rho: 40.04 ohm
thermal energy / Fermi energy at 300 K: 0.0073
heating bound at 1 mV: 0.017 K
mean current density at that bias: 3.72e+07 A/cm^2
```
